# Growth of a spherical precipitate from zero radius: exact and quasi-steady derivations

Consider an oxide sphere growing for 10 h at 1000 °C in oxygen-rich silicon, with rough typical material values. The exact solution of the diffusion model gives a radius of 33.55 nm. Replacing the true concentration field by the steady profile \(1/r\) gives 33.47 nm, only 0.25 % less. Yet at 500 radii from the centre the steady profile overstates the depletion of the matrix by a factor of 44, and its total solute deficit is infinite. How can so poor a field give so good a radius?

Two derivations of the growth law answer this. The first solves the moving-boundary problem exactly and then takes the limit of small supersaturation. The second assumes a steady field from the start.

## The model

The sphere has radius \(R(t)\), with \(R(0)=0\), and a fixed solute concentration \(c_P\), counted in atoms per volume. The surrounding matrix is unbounded and initially uniform at \(c_\infty\). Its diffusivity \(D\) is constant. At the interface the matrix is in local equilibrium with the precipitate, at a concentration \(c_I\) that does not depend on curvature. We take \(c_I<c_\infty\) and \(c_I<c_P\). The matrix does not move, so solute travels by diffusion alone:

\[
\frac{\partial c}{\partial t}=D\left(\frac{\partial^2c}{\partial r^2}+\frac2r\frac{\partial c}{\partial r}\right),\qquad r>R(t),
\]
\[
c(R,t)=c_I,\qquad c(\infty,t)=c_\infty .
\]

When the interface advances by \(dR\), a layer that held \(c_I\) must be filled to \(c_P\). Each unit of area needs \((c_P-c_I)\,dR\) atoms. Concentration rises outwards, so the inward flux is \(+D\,\partial c/\partial r\), and

\[
(c_P-c_I)\frac{dR}{dt}=D\left.\frac{\partial c}{\partial r}\right|_{R}.
\tag{1}
\]

The driving force enters through the dimensionless supersaturation

\[
\Omega=\frac{c_\infty-c_I}{c_P-c_I}.
\]

## First derivation: the similarity solution

**Reduction to one variable.** The data contain no length: the initial radius is zero and the matrix has no edge. We therefore seek \(c=g(s)\) with

\[
s=\frac{r}{2\sqrt{Dt}} .
\]

The derivatives are \(\partial s/\partial t=-s/(2t)\) and \(\partial s/\partial r=1/(2\sqrt{Dt})\). Hence

\[
\frac{\partial c}{\partial t}=-\frac{s}{2t}g',\qquad
D\frac{\partial^2c}{\partial r^2}=\frac{g''}{4t},\qquad
\frac{2D}{r}\frac{\partial c}{\partial r}=\frac{g'}{2st}.
\]

Multiplying the diffusion equation by \(4t\) gives

\[
g''+\left(2s+\frac2s\right)g'=0 .
\]

This is first order in \(g'\). Since \(\ln g'=-s^2-2\ln s+\text{const}\), we have \(g'=Ae^{-s^2}/s^2\), which has one sign. Thus \(g\) takes the value \(c_I\) at one value of \(s\) only, called \(\lambda\), and the interface must stay there:

\[
R=2\lambda\sqrt{Dt}.
\]

**The profile.** Define the integral that vanishes at infinity and integrate it by parts:

\[
F(s)=\int_s^\infty\frac{e^{-q^2}}{q^2}\,dq
=\left[-\frac{e^{-q^2}}q\right]_s^\infty-2\int_s^\infty e^{-q^2}dq
=\frac{e^{-s^2}}s-\sqrt\pi\,\mathrm{erfc}\,s .
\]

The two boundary values then fix the scaled depletion \(u\):

\[
u\equiv\frac{c_\infty-c}{c_\infty-c_I}=\frac{F(s)}{F(\lambda)} .
\]

**The growth constant.** Because \(F'=-e^{-s^2}/s^2\), the gradient at the interface is

\[
\left.\frac{\partial c}{\partial r}\right|_R=\frac{c_\infty-c_I}{2\sqrt{Dt}}\,\frac{e^{-\lambda^2}}{\lambda^2F(\lambda)} .
\]

The interface speed is \(dR/dt=\lambda\sqrt{D/t}\). Inserting both in (1), the time cancels:

\[
(c_P-c_I)\lambda=(c_\infty-c_I)\frac{e^{-\lambda^2}}{2\lambda^2F(\lambda)} ,
\]

so that

\[
\Omega=2\lambda^3e^{\lambda^2}F(\lambda)=2\lambda^2\left[1-\sqrt\pi\,\lambda e^{\lambda^2}\mathrm{erfc}\,\lambda\right].
\tag{2}
\]

**When a solution exists.** Substitute \(q^2=\lambda^2+v\), \(dq=dv/(2q)\), in \(F(\lambda)\). Equation (2) becomes

\[
\Omega=\int_0^\infty e^{-v}\left(1+\frac v{\lambda^2}\right)^{-3/2}dv .
\]

The integrand rises with \(\lambda\) at every \(v>0\). The integral tends to 0 as \(\lambda\to0\) and to 1 as \(\lambda\to\infty\). Each \(\Omega\) between 0 and 1 therefore has one \(\lambda\), and \(\Omega\ge1\) has none.

For large \(\lambda\), expanding the bracket and using \(\int_0^\infty ve^{-v}dv=1\) gives \(\Omega\simeq1-3/(2\lambda^2)\), or

\[
\lambda\simeq\sqrt{\frac{3}{2(1-\Omega)}}\qquad(\Omega\to1).
\]

At \(\Omega=0.9\) this gives 3.87, against the root 3.56. In this limit the matrix already holds nearly the concentration that the precipitate needs. Little solute has to come from afar, and diffusion ceases to limit the speed. Some process left out here, such as the interface reaction, must then do so.

**Solute conservation.** The equation for \(F\) can be written \((s^2F')'=-2s^3F'\). Integrate from \(\lambda\) to infinity, by parts on the right:

\[
e^{-\lambda^2}=2\lambda^3F(\lambda)+6\int_\lambda^\infty s^2F\,ds .
\]

Divide by \(F(\lambda)\) and use \(e^{-\lambda^2}/F(\lambda)=2\lambda^3/\Omega\) from (2):

\[
\int_\lambda^\infty us^2\,ds=\frac{\lambda^3}{3}\,\frac{1-\Omega}{\Omega}.
\tag{3}
\]

Since \(c_P-c_\infty=(1-\Omega)(c_P-c_I)\), this says that the sphere's gain, \((4\pi/3)R^3(c_P-c_\infty)\), equals the matrix's loss. The true deficit is finite.

**Small supersaturation.** For small \(\lambda\), \(e^{\lambda^2}\mathrm{erfc}\,\lambda=1-2\lambda/\sqrt\pi+O(\lambda^2)\), and (2) becomes

\[
\Omega=2\lambda^2\left[1-\sqrt\pi\,\lambda+2\lambda^2+O(\lambda^3)\right].
\]

Let \(\varepsilon=\sqrt{\Omega/2}\). Dividing by the bracket,

\[
\frac{\lambda^2}{\varepsilon^2}=1+\sqrt\pi\,\lambda+(\pi-2)\lambda^2+\dots
\]

To the order needed, \(\lambda=\varepsilon(1+\tfrac12\sqrt\pi\,\varepsilon)\) on the right. The second term then contributes \(\pi\varepsilon^2/2\) in addition to \(\sqrt\pi\,\varepsilon\). With \(R^2=4\lambda^2Dt\) and \(4\varepsilon^2=2\Omega\),

\[
R^2=2\Omega Dt\left[1+\sqrt\pi\,\varepsilon+\left(\frac{3\pi}2-2\right)\varepsilon^2+\dots\right].
\tag{4}
\]

The leading term is the square-root law \(R=\sqrt{2\Omega Dt}\).

## Second derivation: a steady field around a slow sphere

**The law.** Suppose that the field adjusts to the current radius faster than the radius changes. Dropping \(\partial c/\partial t\) leaves \((r^2c_r)_r=0\), whose solution with the two boundary values is

\[
c=c_\infty-(c_\infty-c_I)\frac Rr .
\]

Its gradient at the interface is \((c_\infty-c_I)/R\). Equation (1) gives

\[
R\frac{dR}{dt}=D\Omega,\qquad R^2=2\Omega Dt ,
\tag{5}
\]

which is the leading term of (4).

**Where the steady field holds.** The dropped term can be computed from the steady field itself: \(\partial c/\partial t=-(c_\infty-c_I)\dot R/r\). Integrated over the shell between \(R\) and \(r\), it changes \(Dr^2c_r\) by

\[
-(c_\infty-c_I)\dot R\,\frac{r^2-R^2}2 .
\]

Relative to the steady value \(D(c_\infty-c_I)R\), and for \(r\gg R\), the size of this change is

\[
\frac{\dot R\,r^2}{2DR}=\frac{\Omega r^2}{2R^2}=\frac{r^2}{4Dt}=s^2 .
\]

The steady field is thus consistent for \(r\ll2\sqrt{Dt}\) and fails at \(r\sim2\sqrt{Dt}\). By then \(u\) has fallen to about \(R/r\sim\lambda\). Misjudging the outer region shifts the effective far-field concentration by only a fraction of order \(\lambda\), and the flux changes by the same fraction. This is why a field that is badly wrong far away still gives a good radius.

The exact profile makes this precise. Differentiation gives

\[
\frac{d(sF)}{ds}=F-\frac{e^{-s^2}}s=-\sqrt\pi\,\mathrm{erfc}\,s .
\]

So \(sF\) falls from 1 at \(s=0\), no faster than \(1-\sqrt\pi s\). Since \(ur/R=sF(s)/[\lambda F(\lambda)]\) and \(\lambda F(\lambda)\le1\),

\[
1-\sqrt\pi\,s\le\frac{ur}R\le1 .
\]

The infinite deficit is cured by the same cut-off. If the \(1/r\) field were ended sharply at \(r=L\gg R\), solute balance at small \(\Omega\) would require \(R^3/3=\Omega RL^2/2\). Hence \(L^2=2R^2/(3\Omega)=4Dt/3\), and \(L\) is 0.58 of the diffusion length \(2\sqrt{Dt}\).

**The first correction.** Seen from far away, the sphere is a point sink. Let it absorb \(Q(t)\) atoms per unit time. Each removal spreads as a Gaussian, so the depletion is

\[
c_\infty-c=\int_0^t\frac{Q(t')}{[4\pi D(t-t')]^{3/2}}
\exp\left[-\frac{r^2}{4D(t-t')}\right]dt' .
\]

By (5), the sink strength \(Q\propto R\) grows as \(\sqrt t\). The powers of time in the integral then cancel, and the depletion depends on \(s\) alone. It solves the equation for \(g\) and vanishes at infinity, so it is a multiple of \(F\). Near the sink it must approach \(Q/(4\pi Dr)\), which fixes the multiple:

\[
c_\infty-c=\frac{Q}{4\pi Dr}\,sF(s)\simeq\frac{Q}{4\pi Dr}\left(1-\sqrt\pi\,s\right).
\]

Setting the depletion at \(r=R\), where \(s=\lambda\), equal to \(c_\infty-c_I\) gives \(Q=4\pi DR(c_\infty-c_I)(1+\sqrt\pi\lambda)\) to first order. The flow through the surface \(r=R\) is \(Qe^{-\lambda^2}\), which differs from \(Q\) only at order \(\lambda^2\). Equating it to \(4\pi R^2\dot R(c_P-c_I)\),

\[
R\dot R=D\Omega(1+\sqrt\pi\,\lambda).
\]

With \(R\dot R=2\lambda^2D\), this reproduces the first correction in (4).

A sink of constant strength behaves differently. Its depletion is \(Q\,\mathrm{erfc}(s)/(4\pi Dr)\), because \(r\) times the depletion obeys the one-dimensional diffusion equation with a constant value at \(r=0\). Near the sink the factor is \(1-2s/\sqrt\pi\). It leads to the transient flux of a sphere of fixed size, with the enhancement \(1+2\lambda/\sqrt\pi=1+R/\sqrt{\pi Dt}\). Used for the growing sphere, that formula underestimates the first correction to the flux by a factor \(\pi/2\). The growing sphere was a weaker sink in the past. For the same present strength it has left less old depletion around itself, and so it draws more solute.

## Reading the numbers

**The silicon example.** The inputs are \(D=1\times10^{-11}\) cm²/s, \(c_\infty=8\times10^{17}\), \(c_I=1\times10^{17}\) and \(c_P=4.5\times10^{22}\) oxygen atoms per cm³. Then

\[
\Omega=\frac{7\times10^{17}}{4.5\times10^{22}}=1.56\times10^{-5},
\]
\[
R=\sqrt{2(1.5556\times10^{-5})(10^{-11})(3.6\times10^4)}\ \text{cm}=3.35\times10^{-6}\ \text{cm}=33.5\ \text{nm}.
\]

Here \(\varepsilon=2.79\times10^{-3}\), so the first correction to the radius is \(\sqrt\pi\,\varepsilon/2=0.25\,\%\), as found. The sphere has collected \(7.1\times10^6\) oxygen atoms and still grows at \(R/(2t)=1.7\) nm/h. The diffusion length is 12 µm, some 360 radii. At 10 radii the exact depletion is 0.096 against the steady 0.100. At 100 radii it is 0.0058 against 0.0100.

**Larger supersaturation.** The ratio of the exact \(R^2\) to \(2\Omega Dt\) shows where the quasi-steady coefficient fails:

| \(\Omega\) | \(\lambda\) | exact ratio | (4) to order \(\varepsilon^2\) |
|---|---|---|---|
| 0.001 | 0.0228 | 1.041 | 1.041 |
| 0.01 | 0.0755 | 1.1405 | 1.1389 |
| 0.1 | 0.283 | 1.60 | 1.53 |
| 0.5 | 1.04 | 4.31 | 2.56 |

The correction goes as \(\sqrt\Omega\), not \(\Omega\), so it fades slowly. By the first-order term, a radius good to 1 % needs \(\Omega\) below about \(2.5\times10^{-4}\). The time dependence \(R\propto\sqrt t\) holds throughout the table; what fails is the coefficient. A measured square-root law is therefore no evidence that \(R^2\) plotted against \(t\) has the slope \(2\Omega D\).

## What each derivation assumes

Both derivations assume constant \(D\), a fixed interface concentration and a matrix at rest. The first also needs a problem without a length: zero initial radius, no neighbours, no capillarity. In return it holds for every \(\Omega\) between 0 and 1. The second needs \(\Omega\ll1\), but its balance \(R\dot R=D\Omega\) can accommodate lengths and slow changes. A seed of radius \(R_0\) gives \(R^2=R_0^2+2\Omega Dt\), and the seed's share of \(R^2\) fades as \(1/t\).

**Is the seed also forgotten at larger \(\Omega\)?** Use \(y=\ln(r/R)\) and a clock \(\sigma\) with \(d\sigma=D\,dt/R^2\). The moving coordinate adds a drift term, and the full problem becomes

\[
\frac{\partial u}{\partial\sigma}=e^{-2y}\left(\frac{\partial^2u}{\partial y^2}+\frac{\partial u}{\partial y}\right)+p\frac{\partial u}{\partial y},
\qquad p=\frac{R\dot R}D=-\Omega\left.\frac{\partial u}{\partial y}\right|_{0}.
\]

A steady state has constant \(R\dot R\) and is the similarity solution with \(p=2\lambda^2\). The equation was integrated numerically from a finite seed in a uniform matrix. For \(\Omega=0.1\), after growth by a factor of 130, \(R/(2\sqrt{Dt})\) was 0.28264, against \(\lambda=0.28263\) from (2). For \(\Omega=0.5\), after growth by \(5\times10^5\), it was 1.0380 in both. In these two cases the seed is forgotten; this is not a general proof of stability.

**Neighbours.** Let many equal spheres share the solute, and let the second derivation use the mean matrix concentration. If a fraction \(f\) of the excess solute is used up at time \(t\), then at an earlier time \(t'\) the fraction was about \(f(t'/t)^{3/2}\), since \(R^3\propto t^{3/2}\). Averaging over the growth time lowers \(R^2\) by the fraction \(2f/5\) and \(R\) by \(f/5\), for small \(f\). For \(10^9\) precipitates per cm³, a rough value, \(f=1.0\,\%\) and this mean-field estimate lowers the radius by 0.2 %. The mean spacing is 10 µm, less than the diffusion length of 12 µm, so the depletion fields overlap. While the depletions are small they simply add, and the arrangement of the spheres matters. At random positions a sphere sees, on average, the mean depletion left by the others. Its own correction of +0.25 % remains, so the net change from (5) is about +0.05 %. In a simple cubic array no neighbour is close. Summing the depletion \(\lambda F(d/2\sqrt{Dt})\) over all neighbours at distances \(d\), and averaging over the growth time, lowers the radius by only 0.07 %. The net change is then about +0.18 %.

**The real precipitate.** The inputs are rough typical values for Czochralski silicon, and the real case departs from the model by more than 0.25 %. The largest issue is volume. The oxide takes 2.2 times the volume of the silicon it consumes. Left unrelieved, this misfit gives 17 to 32 GPa in linear elastic estimates (rough moduli: oxide bulk 37 GPa, silicon shear 65 GPa), depending on whether the compression of the oxide is measured against its own volume or against that of the silicon consumed. Either value is far outside the range of linear elasticity, whereas the supersaturation can drive growth against a constant pressure of only about 3 GPa. The model therefore requires relief, for instance by emitting 0.61 silicon self-interstitials per oxygen atom. If distant sinks hold the interstitials at equilibrium, their outflow costs about 4 % of the radius, for a rough transport coefficient of \(4\times10^6\) cm⁻¹ s⁻¹. If they instead build up to about 30 times equilibrium in the matrix, growth stops. At \(10^9\) precipitates per cm³, the surfaces of a wafer 0.7 mm thick are not sufficient sinks. The unimpeded growth would release \(4.3\times10^{15}\) interstitials per cm³ in 10 h. The mean release rate times the squared half-thickness, divided by twice the transport coefficient, gives a mid-plane level of about 20 times equilibrium. This is only an order of magnitude: the final release rate is 1.5 times the mean, while the slowing of growth by the interstitials lowers the release. Growth there would be slowed markedly, so the 4 % estimate requires fewer precipitates or closer sinks. Shape matters as well, since real precipitates can be plates or octahedra: a 1:10 oblate spheroid collects solute at a rate 46 % higher than a sphere of equal volume. If it keeps this aspect ratio as it grows, its equal-volume radius is 21 % larger. Capillarity, for a rough interface energy of 0.5 J/m² and a start 10 % above the critical radius of 0.6 nm, lowers the final radius by 0.6 %. An interface reaction with a transfer speed of \(D\) per bond length would add 0.7 % to the diffusion resistance at the final radius. A furnace 10 K hotter would raise the radius by 9 % through \(D\) alone, for an activation energy of about 2.5 eV. For this precipitate the quasi-steady law is thus accurate enough as a solution of the model, and the uncertainty lies in the model's assumptions and inputs. All of these estimates rest on rough inputs and show sizes, not precise values.

## Numbers as computed

```
Moving-boundary simulation from a finite seed
 Omega=0.1: lambda simulated 0.28264, formula 0.28263, R/R_seed 1.3e+02
 Omega=0.5: lambda simulated 1.03799, formula 1.03802, R/R_seed 5.2e+05
Coefficients from root: 1.7726, 2.7127
Formula coefficients: 1.7725, 2.7124
Sink shifts: growing -1.767, constant -1.128
Omega, lambda, R^2/(2 Omega D t): exact, 1st, 2nd order
 0.001  0.02281   1.0410  1.0396  1.0410
 0.010  0.07551   1.1405  1.1253  1.1389
 0.100  0.28263   1.5976  1.3963  1.5320
 0.300  0.62616   2.6138  1.6865  2.0933
 0.500  1.03802   4.3099  1.8862  2.5643
 0.900  3.55655  28.1091  2.1890  3.4096
Inputs: T 1273.15 K, D 1.0e-11 cm2/s, time 10 h
 c_inf 8.0e+17, c_I 1.0e+17, c_P 4.5e+22 cm^-3
Omega 1.5556e-05, lambda 2.79578e-03
Radius exact 33.549 nm, quasi-steady 33.466 nm
 exact exceeds quasi-steady by 0.248 %
Growth rate at end 1.677 nm/h
Oxygen atoms collected 7.12e+06
Diffusion length 2sqrt(Dt) 12.00 um
r/R, depletion u exact, quasi-steady R/r
    2 4.9752e-01 5.0000e-01
   10 9.5596e-02 1.0000e-01
  100 5.8451e-03 1.0000e-02
  500 4.5497e-05 2.0000e-03
Neglected effects
Capillarity: gamma 0.5 J/m2, length 1.264 nm
 critical radius 0.608 nm, start 0.669 nm
 radius change -0.59 %
Density 1e+09 cm^-3: spacing 10.0 um, mean depletion 1.02 %
Oxide/silicon volume 2.222, beta 0.611
 moduli: oxide K 37, silicon G 65 GPa
 pressure: growth can bear 3.0 GPa, unrelieved misfit 32 GPa
 interstitial transport 4e+06 1/(cm s)
 interface supersaturation S 1.99, radius change -3.8 %
 growth stops at far-field S 30
 interstitials released 4.3e+15 cm^-3
Spheroid 1:10: capacity ratio 1.458, equal-volume radius x 1.207
Reaction/diffusion resistance 0.70 % (bond 0.235 nm)
10 K hotter, 2.5 eV: D x 1.194, radius x 1.093 (D only)
```
